# Phonon relaxation of donor spins in silicon: valley repopulation and g modulation

An electron bound to a phosphorus donor in cold silicon is put into its upper spin state in a magnetic field. One way for it to relax is to give its Zeeman energy to a single phonon. A phonon strains the crystal and so shifts the electron's energy, but this shift is the same for both spins. How can it turn the spin, and why should the rate depend on the direction of the field?

The link is the $g$ tensor. Strain changes it in two ways: it moves charge between valleys whose $g$ tensors differ, and it alters the $g$ tensor of each valley. The resulting one-phonon rate is derived below in two ways.

## The donor model

The conduction band has six valleys, two on each cubic axis $j=x,y,z$. Let $-d_1$ couple valleys on different axes and $-d_2$ couple opposite valleys. The ground state $A_1$ has equal amplitudes $1/\sqrt6$ and energy $-4d_1-d_2$. The $E$ states have equal amplitudes on opposite valleys and amplitudes summing to zero over the axes. The four valleys on the other two axes then contribute $+2d_1$, so their energy is $2d_1-d_2$ and

$$E_{VO}=E_E-E_{A_1}=6d_1.$$

The $T_2$ states are odd between opposite valleys. The perturbations below act equally on opposite valleys and do not couple $A_1$ to $T_2$.

Let $\mathbf B=B\mathbf n$, let $\mathbf S$ be the dimensionless spin, and write $\Delta g=g_\parallel-g_\perp$. On axis $j$,

$$Z_j=\mu_B(g_\perp\mathbf B\cdot\mathbf S+\Delta g\,B_jS_j),\qquad V_j=\Xi_d\,\mathrm{Tr}\,\varepsilon+\Xi_u\varepsilon_{jj}.$$

Here $\varepsilon_{ij}=(\partial_iu_j+\partial_ju_i)/2$ is the tensor strain. Equal populations give the isotropic value $g=g_\perp+\Delta g/3$.

**Shear inside one valley.** Take a $z$ valley. Measure energies from its $\Delta_1$ state $|1\rangle$; the nearby $\Delta_2'$ state $|2\rangle$ lies at $E_{12}$ and the $\Delta_5$ pair $|X\rangle,|Y\rangle$ at $E_5<0$. The shear $D\varepsilon_{xy}(|1\rangle\langle2|+\mathrm{h.c.})$ changes the state to

$$|\psi\rangle=|1\rangle+\eta|2\rangle,\qquad \eta=-D\varepsilon_{xy}/E_{12}.$$

Orbital Zeeman coupling $\mu_B\mathbf B\cdot\mathbf L$ and spin-orbit coupling $\xi\mathbf L\cdot\mathbf S$ act once each through $\Delta_5$, in either order:

$$H_{\rm eff}=-\frac{2\mu_B\xi}{E_5}\sum_{ij}\Lambda_{ij}B_iS_j,\qquad
\Lambda_{ij}=\mathrm{Re}\sum_{v=X,Y}\langle\psi|L_i|v\rangle\langle v|L_j|\psi\rangle .$$

The elements allowed by the valley symmetry are

$$\langle1|L_x|Y\rangle=ia,\quad\langle1|L_y|X\rangle=-ia,\quad\langle2|L_x|X\rangle=ib,\quad\langle2|L_y|Y\rangle=-ib.$$

Thus $\langle Y|L_y|2\rangle=ib$ and $\langle X|L_y|1\rangle=ia$, and

$$\Lambda_{xy}=\eta[(ia)(ib)+(ib)(ia)]=-2ab\eta .$$

Inserting $\eta$ gives $\delta g_{xy}=\delta g_{yx}=A\varepsilon_{xy}$, with

$$A=-\frac{4\xi abD}{E_{12}E_5}.$$

The small $E_{12}$ favours this shear. The axial shears $\varepsilon_{xz},\varepsilon_{yz}$ are dropped here and sized later.

## First derivation: field-dressed states and phonon emission

Let $|\uparrow\rangle,|\downarrow\rangle$ be the eigenstates of $\mathbf n\cdot\mathbf S$, with $\uparrow$ higher in energy, and let $\mathbf s=\langle\downarrow|\mathbf S|\uparrow\rangle$. Since $\mathbf n\cdot\mathbf S$ is diagonal, $\mathbf n\cdot\mathbf s=0$. The spin-flip part of $Z_j$ is therefore $\mu_BB\,\Delta g\,n_js_j$.

The field mixes $E$ states of opposite spin into $A_1$. Strain then connects the two dressed states. With $\hbar\omega_0=g\mu_BB$, the energy denominators are $-E_{VO}+\hbar\omega_0$ for the dressed upper state and $-E_{VO}-\hbar\omega_0$ for the lower. Both terms have the same numerator $N_E$, so the element is

$$-N_E\left[\frac1{E_{VO}-\hbar\omega_0}+\frac1{E_{VO}+\hbar\omega_0}\right]\simeq-\frac{2N_E}{E_{VO}},$$

with relative correction $(\hbar\omega_0/E_{VO})^2$. The numerator follows from completeness of $A_1$ and $E$ among the even states:

$$N_E=\tfrac13\sum_jV_jZ_j^{\rm flip}-\tfrac19\sum_jV_j\sum_kZ_k^{\rm flip}
=\tfrac13\mu_BB\,\Delta g\,\Xi_u\sum_j\varepsilon_{jj}n_js_j .$$

The second term and the common strain shift vanish because $\mathbf n\cdot\mathbf s=0$. The repopulation element is thus

$$K\mu_BB\sum_j\varepsilon_{jj}n_js_j,\qquad K=-\frac{2\Xi_u\Delta g}{3E_{VO}} .$$

For the single-valley term, each axis has weight $1/3$. With $A_d=A/3$ its element is $A_d\mu_BB\sum_{i<j}\varepsilon_{ij}(n_is_j+n_js_i)$.

Together they are $\sum_{ij}M_{ij}\varepsilon_{ij}$, where

$$M_{jj}=K\mu_BBn_js_j,\qquad M_{ij}=\tfrac12A_d\mu_BB(n_is_j+n_js_i)\quad(i\ne j).$$

The factor $1/2$ is there because $\varepsilon_{ij}$ and $\varepsilon_{ji}$ are both summed. The trace of $M$ is zero.

**Phonon sum.** In an isotropic solid of density $\rho$ and volume $V$, a mode with wavevector $\mathbf q$ and polarization $\mathbf e$ has displacement amplitude $\sqrt{\hbar/2\rho V\omega}$. For wavelengths long compared with the donor, the golden rule gives

$$W_\downarrow=\frac{2\pi}{\hbar}\sum_{\mathbf q,\mathbf e}\frac{\hbar q^2}{2\rho V\omega}|\mathbf e\cdot M\cdot\hat{\mathbf q}|^2(N+1)\,\delta(\hbar\omega-\hbar\omega_0),$$

where $N$ is the Bose occupation. For each polarization the sum over $\mathbf q$ becomes $V\int\omega^2d\omega/(2\pi^2v^3)$ times a directional average. With $q=\omega/v$,

$$W_\downarrow=(N+1)\frac{\omega_0^3}{2\pi\hbar\rho}\sum_{\mathbf e}\frac{\langle|\mathbf e\cdot M\cdot\hat{\mathbf q}|^2\rangle}{v^5}.$$

Let $\mathcal T=\sum_{ij}|M_{ij}|^2$. From $\langle\hat q_i\hat q_j\hat q_k\hat q_l\rangle=(\delta_{ij}\delta_{kl}+\delta_{ik}\delta_{jl}+\delta_{il}\delta_{jk})/15$, the longitudinal average is $2\mathcal T/15$. All three polarizations together give $\langle|M\hat{\mathbf q}|^2\rangle=\mathcal T/3$, which leaves $\mathcal T/5$ for the two transverse ones. Hence

$$W_\downarrow=(N+1)\frac{\omega_0^3s_5}{2\pi\hbar\rho}\mathcal T,\qquad s_5=\frac1{15}\left(\frac2{v_l^5}+\frac3{v_t^5}\right).$$

**Spin sum.** For $\mathbf n$ along $z$, $\mathbf s=(1,i,0)/2$ up to a phase. Rotating this result gives $\mathrm{Re}(s_is_j^*)=(\delta_{ij}-n_in_j)/4$. Define $F=n_x^2n_y^2+n_y^2n_z^2+n_z^2n_x^2$, so that $\sum_jn_j^4=1-2F$. The diagonal entries give

$$\frac{K^2}{4}\sum_jn_j^2(1-n_j^2)=\frac{K^2F}{2}$$

in units of $\mu_B^2B^2$. Each off-diagonal pair occurs twice, so these entries give

$$\frac{A_d^2}{2}\sum_{i<j}\frac{n_i^2+n_j^2-4n_i^2n_j^2}{4}=\frac{A_d^2}{4}(1-2F).$$

Diagonal and off-diagonal entries do not interfere in $\mathcal T$.

Absorption replaces $N+1$ by $N$. From $\dot p_\uparrow=-W_\downarrow p_\uparrow+W_\uparrow(1-p_\uparrow)$, the population relaxes at $W_\downarrow+W_\uparrow$. Since $2N+1=\coth(\hbar\omega_0/2k_BT)$,

$$\boxed{\frac1{T_1}=\frac{\mu_B^2B^2\omega_0^3s_5}{2\pi\hbar\rho}
\coth\frac{\hbar\omega_0}{2k_BT}
\left[\frac{K^2F}{2}+\frac{A_d^2(1-2F)}4\right]}$$

## Second derivation: a strained $g$ tensor and strain noise

Now let the strain vary slowly compared with $\hbar/E_{VO}$, so that the orbital state follows it. The deviation of $V_j$ from its mean lies entirely in $E$. First-order perturbation theory multiplies the amplitude on axis $j$ by $1+\delta_j$, where

$$\delta_j=-\frac{\Xi_u\tilde\varepsilon_{jj}}{E_{VO}},\qquad \tilde\varepsilon_{jj}=\varepsilon_{jj}-\tfrac13\mathrm{Tr}\,\varepsilon .$$

The axis population is $p_j=(1+2\delta_j)/3$. Its change multiplies $\Delta g$, giving

$$\delta g_{jj}=\tfrac23\Delta g\,\delta_j=K\tilde\varepsilon_{jj},\qquad
\delta g_{ij}=A_d\varepsilon_{ij}\quad(i\ne j).$$

The spin feels the fluctuating energy vector $\mathbf h=\mu_BB\,\delta g\,\mathbf n$ through $\mathbf h\cdot\mathbf S$. Its component along $\mathbf n$ changes the splitting; its transverse components $h_1,h_2$ flip the spin. Each transverse spin operator has a flip element of magnitude $1/2$. With $C_{aa}(\omega)=\int dt\,e^{i\omega t}\langle h_a(t)h_a(0)\rangle$,

$$\frac1{T_1}=\frac1{4\hbar^2}\sum_{a=1,2}[C_{aa}(\omega_0)+C_{aa}(-\omega_0)].$$

Cross terms cancel because the elastic medium is symmetric under time reversal. In equilibrium the fluctuation-dissipation theorem turns the bracket into $2\hbar\coth(\hbar\omega_0/2k_BT)\,\chi''_{aa}(\omega_0)$, so

$$\frac1{T_1}=\frac1{2\hbar}\coth\frac{\hbar\omega_0}{2k_BT}\,(\chi''_{11}+\chi''_{22}).$$

**Elastic response.** Consider $O=\sum m_{ij}\varepsilon_{ij}(0)$ with $m$ real, symmetric and traceless. A perturbation $-fO$ exerts the force density $-fm_{ij}\partial_j\delta(\mathbf r)$. Solving the elastic wave equation for each polarization gives

$$\chi(\omega)=\sum_{\mathbf e}\int\frac{d^3q}{(2\pi)^3}\frac{q^2(\mathbf e\cdot m\cdot\hat{\mathbf q})^2}{\rho[v^2q^2-(\omega+i0)^2]} .$$

The imaginary part contains $\pi\delta(v^2q^2-\omega^2)=\pi\delta(q-\omega/v)/(2v\omega)$. Therefore

$$\chi''=\frac{\omega^3}{4\pi\rho}\sum_{\mathbf e}\frac{\langle(\mathbf e\cdot m\cdot\hat{\mathbf q})^2\rangle}{v^5}.$$

By isotropy each average is proportional to $\sum m_{ij}^2$, so one example fixes it. For $m=\mathrm{diag}(1,-1,0)$ this sum is 2. The longitudinal average is $\langle(\hat q_x^2-\hat q_y^2)^2\rangle=2/5-2/15=4/15$, and the transverse one is $2/3-4/15=2/5$. Thus

$$\chi''=\kappa\sum_{ij}m_{ij}^2,\qquad\kappa=\frac{\omega^3s_5}{4\pi\rho}.$$

In units of $\kappa$, the noise strength of $\varepsilon_{xy}$ is $1/2$, that of $\tilde\varepsilon_{xx}$ is $2/3$, and the cross strength of $\tilde\varepsilon_{xx}$ and $\tilde\varepsilon_{yy}$ is $-1/3$. Different shears are uncorrelated with each other and with the diagonal strains.

**Transverse noise.** It is the total noise of $\delta g\,\mathbf n$ less its part along $\mathbf n$. The total is

$$\sum_i\left[\tfrac23K^2n_i^2+\tfrac12A_d^2\sum_{j\ne i}n_j^2\right]=\tfrac23K^2+A_d^2 .$$

The longitudinal part, the noise of $\mathbf n\cdot\delta g\cdot\mathbf n$, is

$$K^2\left[\tfrac23(1-2F)-\tfrac23F\right]+2A_d^2F
=K^2\left(\tfrac23-2F\right)+2A_d^2F .$$

The difference is $2K^2F+A_d^2(1-2F)$. Multiplication by $\mu_B^2B^2\kappa/(2\hbar)$ and the thermal factor gives the boxed rate again.

## Field direction, field strength and temperature

For $\mathbf B$ along $[100]$, $F=0$ and repopulation cannot flip the spin. Within the multivalley model this does not rely on weak strain: every $Z_j$ then contains $S_x$ alone, while the valley shifts are independent of spin. A diagonalization of the twelve valley-spin states at 2 T gives a repopulation flip element $3\times10^{-10}$ of that for $[110]$, which is zero to within rounding error. Single-valley modulation survives, because $\varepsilon_{xy}$ and $\varepsilon_{xz}$ turn the effective field away from $x$. It is largest along $[100]$ and falls to one third of that value along $[111]$, where repopulation is largest.

For a field in the $(1\bar10)$ plane at angle $\theta$ from $[001]$, put $n_x=n_y=\sin\theta/\sqrt2$. Then

$$F=\tfrac14\sin^2\theta(1+3\cos^2\theta),\qquad1-2F=\cos^4\theta+\tfrac12\sin^4\theta .$$

When $k_BT\ll\hbar\omega_0$, the thermal factor is one. The coupling supplies $B^2$ and the phonons $\omega_0^3$, so the rate varies as $B^5$. When $k_BT\gg\hbar\omega_0$, but one-phonon processes still dominate, $\coth\to2k_BT/\hbar\omega_0$ and the law is $B^4T$. An explicit sum over modes in a model elastic box gave exponents 4.99 and 4.00 in these limits.

## A donor at 2 T and 0.1 K

Rough silicon values are $\Xi_u=9$ eV, $E_{VO}=13$ meV, $\Delta g=0.001$, $v_l=9000$ m/s, $v_t=5400$ m/s and $\rho=2330$ kg/m³. They give

$$K=-\frac{2(9)(0.001)}{3(0.013)}=-0.46 .$$

The schematic band parameters $\xi=0.03$ eV, $D=12$ eV, $E_{12}=0.5$ eV, $E_5=-4$ eV and $a=b=1$ give

$$A=\frac{4(0.03)(12)}{(0.5)(4)}=0.72,\qquad A_d=0.24 .$$

Diagonalizing the band model and comparing the spin splittings along $[110]$ and $[1\bar10]$ gives $A=0.723$.

The spin frequency is 55.9 GHz, equivalent to 2.7 K, so 0.1 K is in the cold regime. With $s_5=4.58\times10^{-20}$ s⁵/m⁵, the factor before the bracket is 0.443 s⁻¹. Along $[100]$ the rate is

$$0.443\times\frac{0.24^2}{4}=0.0064\ \mathrm{s^{-1}},\qquad T_1\simeq160\ \mathrm s.$$

Along $[110]$, repopulation gives 0.0118 s⁻¹ and the single-valley term 0.0032 s⁻¹; together $T_1\simeq67$ s. Along $[111]$ they give 0.0157 and 0.0021 s⁻¹, and $T_1\simeq56$ s. The numerical output lists the inputs and further values.

These parameters are meant for phosphorus in bulk silicon, but $A$ is only schematic. Without strain, the same band parameters give $g_\parallel-g_\perp=2\xi a^2/E_5=-0.015$, far from the 0.001 used for repopulation and of opposite sign, so a single $\Delta_5$ pair does not describe the real $g$ tensor. The $[100]$ time and the relative weight of the two mechanisms are therefore illustrative: doubling $A$ would multiply the $[100]$ rate by four. Rough cubic elastic constants, in place of the two chosen speeds, multiply the $[110]$ repopulation rate by 1.5 and the $[100]$ single-valley rate by 0.8. The finite donor radius, taken as 2 nm, lowers the rate by about 2%. For a given donor shear, such as $\varepsilon_{xy}$, the retained term comes from the $z$ valleys and the axial terms from the $x$ and $y$ valleys. With an equal coupling constant, the two axial terms together have 12% of the retained amplitude. Real devices also break the assumption of an unstrained donor: a static strain of $10^{-4}$ makes $\Xi_u\varepsilon/E_{VO}$ equal to 7%. In the twelve-state model, $\varepsilon_{zz}=\pm10^{-4}$ admixes $E$ with amplitude 3% and changes the $[110]$ rate by about $\pm13\%$; at $\pm10^{-3}$ it multiplies that rate by 2.2 or 0.15, and the linear treatment fails. A $5^\circ$ tilt from $[100]$ towards $[110]$ restores repopulation at 6% of the single-valley rate. Interfaces and electrical noise are not sized here.

Hyperfine coupling limits the use of the boxed formula at low field. Suppose strain changes a 120 MHz contact coupling by the fraction $20\,\mathrm{Tr}\,\varepsilon$, a rough assumption. For the nuclear orientation that permits a flip-flop, the added rate at 2 T is $3\times10^{-4}$ s⁻¹, or 2% of the $[110]$ rate. This coupling lacks the factor $B$, so its relative weight grows as $B^{-2}$. At 0.3 T it is about 90%. The boxed formula gives $T_1\simeq1.5\times10^5$ s for $[110]$ at 0.3 T and 1.2 K, but that number omits a comparable channel.

## What each derivation assumes

Both derivations assume weak coupling, long wavelengths and a phonon bath in equilibrium that keeps no memory of the spin.

The first treats the field as the perturbation that dresses the donor and needs phonon modes that can be counted. It keeps the phonon energy in the denominators and so shows the error of the static picture: $(\hbar\omega_0/E_{VO})^2=(0.231/13)^2\simeq3\times10^{-4}$ in the repopulation amplitude. The twelve-state diagonalization differs from the derived coupling by at most $3\times10^{-4}$ in the three field directions tried.

The second assumes from the outset that the orbital state follows the strain. In return it does not need free phonon modes: its expression for $1/T_1$ in terms of $\chi''$ also holds for a layered or damped elastic medium in equilibrium, if the response is recalculated. With damping the long-wavelength assumption must be dropped: $\chi''$ of the strain at a point grows as the cube of the wavevector cutoff, so the strain has to be averaged over the donor. For a 2 nm donor at 2 T, a loss tangent of $10^{-3}$ then raises the transverse response by about 20%. The boxed form, with its $v^{-5}$ and its cubic frequency factor, belongs to the uniform isotropic solid in both cases.

## Numbers as computed

```
Density: 2330 kg/m3; sound vl, vt: 9000, 5400 m/s
Donor g: 1.9985; g_par-g_perp: 0.0010 (dimensionless)
Xi_u: 9.0 eV; A1-E, A1-T2: 13.0, 12.0 meV
Band spin-orbit xi: 0.030 eV; shear D: 12.0 eV
Band energies E12, E5: 0.50, -4.00 eV
Orbital elements a, b: 1.0, 1.0 (dimensionless)
Repopulation K: -0.4615 (dimensionless)
Single-valley A formula: 0.7200 (dimensionless)
Single-valley A diagonalized: 0.7244 (dimensionless)
Donor average Ad: 0.2400 (dimensionless)
Largest donor coupling discrepancy: 3.12e-04 (relative)
Repopulation flip ratio [100]/[110]: 2.7e-10
Box sum / rate formula: 1.0033
Box field exponents cold, hot: 4.990, 3.997
Elastic sum s: 4.5815e-20 s5/m5
Example field: 2.00 T; temperature: 0.10 K
Spin frequency: 55.943 GHz
Spin energy: 0.2314 meV; /kB: 2.685 K
Thermal factor coth: 1.00000000
[100] F: 0.0000 (dimensionless)
[100] repopulation, single-valley: 0.0000e+00, 6.3846e-03 1/s
[100] total: 6.3846e-03 1/s; T1: 156.63 s
[100] cold rate/B^5: 1.9952e-04 1/(s T5)
[110] F: 0.2500 (dimensionless)
[110] repopulation, single-valley: 1.1806e-02, 3.1923e-03 1/s
[110] total: 1.4998e-02 1/s; T1: 66.67 s
[110] cold rate/B^5: 4.6869e-04 1/(s T5)
[111] F: 0.3333 (dimensionless)
[111] repopulation, single-valley: 1.5741e-02, 2.1282e-03 1/s
[111] total: 1.7869e-02 1/s; T1: 55.96 s
[111] cold rate/B^5: 5.5842e-04 1/(s T5)
Warm case: 0.3 T, 1.2 K, field [110]
Warm spin energy/kT: 0.3356
Warm total: 6.8509e-06 1/s; T1: 1.4597e+05 s
Cubic elastic C11, C12, C44: 166, 64, 80 GPa
Cubic/isotropic repopulation rate [110]: 1.520
Cubic/isotropic single-valley rate [100]: 0.817
Donor radius: 2.0 nm; transverse q*radius: 0.1302
Rate loss from donor size: 1.68 %
Axial-shear amplitude / retained shear: 0.1199
Static strain: 1.0e-04; E-state mixing scale: 0.0692
5 degree tilt, repopulation/[100] single-valley: 0.0558
Hyperfine: 120 MHz; strain factor: 20
Hyperfine/spin frequency: 0.00215
Hyperfine flip-flop estimate: 3.012e-04 1/s
Raman estimate, example: 5.95e-15 1/s
Raman estimate, warm: 4.80e-09 1/s
```
